# Barrier lowering and ideality factor of a pinched-off circular patch

A metal lies on an n-type semiconductor of uniform donor density $N$ and relative permittivity $\kappa$. Over most of the interface an electron must climb the homogeneous barrier $\Phi_h$, counted from the Fermi level of the metal. In one isolated disc of radius $R$ the interface barrier is $\Phi_h-\Delta$, with $\Delta>0$. The surrounding region can shield the disc, so that electrons entering it meet a barrier inside the semiconductor. The problem is to relate the height of that barrier to its dependence on bias.

The algebra uses atomic units, so that $e=\hbar=m_e=1$ and a bias is also an energy. The coordinate $z$ points from the interface into the semiconductor, and $\rho$ is the distance from the disc's axis. Electron energies $U$ are counted from the metal's Fermi level. Donors are fully ionized and free electrons are absent out to the depletion width $W$. Image force and tunnelling are left out until part (g). At forward bias $V$ the band bending is

$$V_b=\Phi_h-V_n-V,$$

where $V_n$ is the distance from Fermi level to band edge in the bulk. $\Phi_h$, $\Delta$ and $R$ do not depend on bias.

**(a) Find the electron energy on the axis of the disc.**

*Solution.* Without the patch, the donor charge gives the electrostatic potential the second derivative $-4\pi N/\kappa$. An electron has charge $-1$, so its energy obeys

$$U''=\frac1\eta,\qquad \eta=\frac{\kappa}{4\pi N}.$$

At $z=W$ the field vanishes and $U=V_n+V$. Two integrations give $U=V_n+V+(W-z)^2/(2\eta)$. Since $U(0)=\Phi_h$, we have $W^2=2\eta V_b$. Expanding the square,

$$U=\Phi_h-Fz+\frac{z^2}{2\eta},\qquad F=\frac W\eta=\frac{2V_b}{W}=\sqrt{\frac{2V_b}{\eta}}.$$

The patch adds an energy $p$ that obeys Laplace's equation, because the donor charge is unchanged. On the interface $p=-\Delta$ inside the disc and zero outside. The solution that vanishes far away is

$$p(\mathbf r)=-\frac{\Delta}{2\pi}\int_{\rm disc}\frac{z\,dS'}{|\mathbf r-\mathbf r'|^3}.$$

Indeed $z/|\mathbf r-\mathbf r'|^3=-\partial_z(1/|\mathbf r-\mathbf r'|)$ is harmonic. Its integral over the whole plane is $2\pi$ for every $z>0$, and as $z\to0$ its weight gathers at the point below $\mathbf r$, which gives the required boundary value. On the axis,

$$p(0,z)=-\Delta z\int_0^R\frac{\rho'\,d\rho'}{(\rho'^2+z^2)^{3/2}}=-\Delta\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).$$

For distances much larger than $R$ the denominator is constant over the disc, of area $\pi R^2$, so that

$$p(\rho,z)\simeq-\frac{\Delta R^2z}{2(\rho^2+z^2)^{3/2}},\qquad p(0,z)\simeq-\frac{\Delta R^2}{2z^2}.$$

The patch also shifts the depletion edge by a small $w$. There the total energy above the bulk band edge, $w^2/(2\eta)+p$, must vanish. To first order this means $p=0$ at $z=W$: the edge acts as a grounded plane. Its effect is small if the barrier lies at $z\ll W$, and part (g) gives its size.

**(b) When is the patch pinched off, and where is its barrier?**

*Solution.* Near the interface drop the term $z^2/(2\eta)$, which is small compared with $Fz$ for $z\ll W$. With the full disc potential,

$$\frac{dU}{dz}=-F+\frac{\Delta R^2}{(z^2+R^2)^{3/2}}.$$

The second term falls steadily from $\Delta/R$ to zero. An interior maximum therefore exists if

$$\frac{\Delta}{R}>F=\frac{2V_b}{W}.$$

This is pinch-off. If the inequality is reversed and $\Delta<V_b$, the highest point on the axis in this linear background is the interface itself. The threshold radius $\Delta/F$ need not be small compared with $W$ (it is 91 nm for the numbers of part (g)), and the dropped curvature then keeps a weak interior maximum up to a radius a few percent larger at most. Beyond that the interface is the barrier. Its height $\Phi_h-\Delta$ does not move with bias, so the barrier on the axis is lowered without any sign of it in its own bias dependence. Towards the rim the patch field is stronger and a ring stays pinched off, so the current through the whole disc can still show an ideality above one.

We treat a small patch, $R\ll z_s\ll W$, where $z_s$ is the depth of the maximum. The far potential then gives

$$\frac{\Delta R^2}{z_s^3}=F,\qquad \left(\frac{z_s}{R}\right)^3=\frac{\Delta}{RF}.$$

Being small is thus a stronger condition than being pinched off: $\Delta/(RF)$ must be large, not merely above one. The point is a saddle. Along $z$ the second derivative is $-3\Delta R^2/z_s^4$, while sideways it is $+3\Delta R^2/(2z_s^4)$, as the expansion in part (f) shows.

**(c) Find the barrier lowering and express it through the ideality factor.**

*Solution.* Let $\Phi_e=U(z_s)$ be the effective barrier and $\delta=\Phi_h-\Phi_e$. The condition of part (b) turns the patch term into half the background term:

$$\delta=Fz_s+\frac{\Delta R^2}{2z_s^2}=Fz_s+\frac{Fz_s}{2}=\frac32Fz_s=3V_b\frac{z_s}{W}.$$

The last step used $F=2V_b/W$.

Define the ideality factor $n$ of the barrier by writing the derivative, with respect to bias, of the logarithm of the forward Boltzmann factor $\exp[(V-\Phi_e)/kT]$ as $1/(nkT)$:

$$\frac1n=1-\frac{d\Phi_e}{dV}.$$

When $V$ changes, so does $z_s$, but $\partial U/\partial z=0$ there, so the shift contributes nothing to first order. What remains is the explicit dependence through $F$. With $dV_b/dV=-1$,

$$\frac{d\Phi_e}{dV}=-z_s\frac{dF}{dV_b}\frac{dV_b}{dV}=\frac{z_s}{\sqrt{2\eta V_b}}=\frac{z_s}{W}.$$

Hence $1-1/n=z_s/W$, and

$$\boxed{\;\Phi_h-\Phi_e=3V_b\left(1-\frac1n\right)\;}$$

with all quantities taken at the same bias. Patch size and strength have dropped out. The ideality factor measures the depth of the saddle: a deeper saddle feels more of the change in the depletion field. Forward bias weakens that field and raises the saddle, so $n>1$.

To see how the patch itself enters, insert $z_s=(\Delta R^2/F)^{1/3}$ into $\delta=\tfrac32Fz_s$:

$$\delta=\frac32F^{2/3}(\Delta R^2)^{1/3}=3\left(\frac{V_b\Delta R^2}{4\eta}\right)^{1/3}.$$

The factors agree because $F^2=2V_b/\eta$ and $\tfrac32\,2^{1/3}=3\,(1/4)^{1/3}$. Letting $\Delta\to0$ at fixed $R$ would end pinch-off, because $\Delta/R$ would fall below $F$. The weak limit is therefore taken by shrinking $R$ at fixed $\Delta$; then $\delta\to0$ and $n\to1$.

If $\Phi_e$ and $n$ are known and $\Phi_h$ is sought, remember that $V_b$ contains $\Phi_h$. With $x=1-1/n$, the boxed relation reads $\Phi_h-\Phi_e=3x(\Phi_h-V_n-V)$, so

$$\Phi_h=\frac{\Phi_e-3x(V_n+V)}{1-3x}.$$

**(d) How do the full parabola and the finite radius change the relation?**

*Solution.* The term $z^2/(2\eta)$ does not depend on bias, nor does the disc potential. The argument of part (c) therefore still gives $x=z_s/W$. Since $1/\eta=F/W$, the saddle condition for the full disc is

$$\frac{\Delta R^2}{s^3}=F-\frac{z_s}{\eta}=F(1-x),\qquad s=\sqrt{z_s^2+R^2}.$$

The patch contribution follows from $(s-z_s)(s+z_s)=R^2$:

$$\Delta\frac{s-z_s}{s}=\frac{\Delta R^2}{s(s+z_s)}=F(1-x)\frac{s^2}{s+z_s}.$$

Put $u=R^2/z_s^2$, so $s=z_s\sqrt{1+u}$, and use $Fz_s=2V_bx$. The background contributes $Fz_s-z_s^2/(2\eta)=V_b(2x-x^2)$. Together,

$$\delta=V_b\left[2x-x^2+2x(1-x)\frac{1+u}{1+\sqrt{1+u}}\right].$$

For $u\to0$ this is $V_b(3x-2x^2)$. To first order in both small quantities the fraction is $\tfrac12(1+\tfrac34u)$, and

$$\delta\simeq3V_bx\left(1+\frac u4-\frac{2x}{3}\right).$$

The finite radius and the curvature of the background act in opposite directions.

**(e) Does a long narrow strip obey the same relation?**

*Solution.* Integrating the kernel of part (a) along the strip replaces $z/(2\pi|\mathbf r-\mathbf r'|^3)$ by $z/[\pi(x'^2+z^2)]$, with $x'$ the distance across the strip. For a strip of width $L\ll z$ the lowering above its centre is $\Delta L/(\pi z)$.

More generally, let a bias-independent lowering fall as $C/z^m$. In the linear background the saddle obeys $mC/z_s^{m+1}=F$, so $C/z_s^m=Fz_s/m$ and

$$\delta=Fz_s\left(1+\frac1m\right)=2V_b\left(1+\frac1m\right)\left(1-\frac1n\right).$$

The disc has $m=2$ and factor 3; the strip has $m=1$ and factor 4. The factor records how fast the patch potential decays, so using 3 for strips would underestimate the lowering by a quarter.

**(f) What does the slope of the measured current give?**

*Solution.* The current through the patch also contains an effective area. Expand the far potential at $z=z_s$ for small $\rho$:

$$-\frac{\Delta R^2}{2z_s^2}\left(1+\frac{\rho^2}{z_s^2}\right)^{-3/2}\simeq-\frac{\Delta R^2}{2z_s^2}+\frac{3\Delta R^2}{4z_s^4}\rho^2.$$

From $\Delta R^2=Fz_s^3$ and $Fz_s=2\delta/3$, the last term is $\delta\rho^2/(2z_s^2)$. We assume that emission over the saddle, not diffusion towards it, limits the current, and that electrons which have crossed do not turn back. Both are only rough assumptions for the silicon case of part (g). Thermal electrons with an isotropic mass then cross with a flux proportional to $e^{-U/kT}$, so at low temperature

$$A=\int_0^\infty2\pi\rho\,e^{-\delta\rho^2/(2z_s^2kT)}d\rho=\frac{2\pi z_s^2kT}{\delta}.$$

At fixed patch and doping, $z_s\propto V_b^{-1/6}$ and $\delta\propto V_b^{1/3}$, hence $A\propto V_b^{-2/3}$. The passage widens under forward bias. Let $I$ be the one-way current from semiconductor to metal. The measured net current also contains the reverse flow and equals $I(1-e^{-V/kT})$, so it must first be divided by that bracket. This matters at biases of a few $kT$. Define $n_I$ by $1/n_I=kT\,d\ln I/dV$. Then

$$\frac1{n_I}=\frac1n+kT\frac{d\ln A}{dV}=\frac1n+\frac{2kT}{3V_b},$$

$$3V_b\left(1-\frac1{n_I}\right)=\delta-2kT.$$

The boxed relation therefore holds for the ideality of the barrier. With the slope of $\ln I$ for a small patch, $2kT$ must be added back, and it can be neglected if $\delta\gg2kT$.

**(g) Evaluate a case at 300 K and judge the approximations.**

*Solution.* Take $\Phi_h=0.68$ eV, $N=10^{16}$ cm$^{-3}$, $\kappa=11.7$, $\Delta=0.35$ eV and $R=10$ nm. With $V_n=0.205$ eV, zero bias gives $V_b=0.475$ eV and $W=248$ nm. Pinch-off holds, since $\Delta/R=0.0350$ eV/nm exceeds $F=0.00383$ eV/nm. The small-patch formulas give

$$z_s=10\left(\frac{0.0350}{0.00383}\right)^{1/3}=20.9\ \text{nm},\qquad 1-\frac1n=\frac{20.9}{248}=0.084,$$

$$\delta=3\times0.475\times0.0844=0.120\ \text{eV}.$$

In other units $z_s=209$ angstrom and $\delta=0.0044$ hartree. The effective barrier is 0.560 eV and $n=1.09$.

Here $z_s/R$ is only about 2. The finite disc in the full parabola has its saddle at 19.0 nm and a lowering of 0.110 eV, so the small-patch formula is 9% too high relative to this value. The relation between lowering and ideality does better: with the disc's own $n=1.083$ it gives 0.109 eV, 1% low. Part (d) explains this. The corrections are $u/4=0.07$ and $2x/3=0.05$, and they largely cancel. That is a property of these parameters, not a general guarantee; at 0.10 V the relation is slightly high instead.

For the small patch, with $\delta=0.120$ eV, the slope of the current gives $n_I=1.051$ and $3V_b(1-1/n_I)=0.070$ eV, against $\delta-2kT=0.068$ eV. The first value comes from integrating the thermal flux over the ridge surface that runs uphill from the saddle to the interface, without the quadratic expansion of part (f). Omitting the $2kT$ term would lose over 40% of the lowering. The value $2kT$ belongs to the small patch. For the finite disc in the full parabola, with the flux counted through the ellipsoidal dividing surface of least flux, $3V_b(1-1/n_I)+2kT$ is 0.118 eV against a lowering of 0.110 eV, about 7% high.

The sharp depletion edge affects the relation itself. With a nondegenerate electron tail, the charge at energy $v$ above the bulk band edge is reduced by the factor $1-e^{-v/kT}$. Multiplying Poisson's equation by $U'$ and integrating gives

$$\frac{F^2}{2}=\frac1\eta\int_0^{V_b}(1-e^{-v/kT})\,dv\simeq\frac{V_b-kT}{\eta}.$$

So $V_b-kT$ replaces $V_b$ in the field and in the boxed relation. Keeping $V_b$ there overestimates $\delta$ by 6% for the small patch. The grounded depletion edge changes the lowering by only 0.015 meV.

The image force lowers the homogeneous barrier by 22 meV but the deeper patch saddle by 1.6 meV. Thus $\Phi_h$ in the relation is the barrier without image force. An inverted-parabola estimate of tunnelling along $z$ alone adds 1.4% to the current for a mass of $0.19\,m_e$. Lateral confinement at the saddle works against this gain. For an isotropic mass the two cancel to leading order, because the three curvatures of the patch potential sum to zero. The volume per donor is a cube of side 46 nm, more than the saddle depth, so uniform doping is an average description. One donor at the saddle's depth and 23 nm aside shifts the saddle by about 3 meV; a closer one shifts it more, and the random positions of all donors together scatter it by several meV.

The barrier and doping are rough values in the regime of nickel silicide on n-type silicon. The disc is a model choice, not a measured defect. A real contact has many patches and a homogeneous area in parallel, which breaks the assumption that one patch carries the current. In the small-patch model without image force, and with every crossing electron collected, one patch carries as much as about $6\times10^4$ nm$^2$ of homogeneous contact. Electrons that turn back behind the saddle make this area smaller. It also depends exponentially on the lowering: the finite radius and the image force together would cut it by a factor of roughly three, about 2.5 with the quadratic area of part (f) and about 3.2 when the flux is counted through the ellipsoidal dividing surface that carries the least of it. At one identical patch per equal-current area, about $1.6\times10^9$ cm$^{-2}$ in this model, patches carry half the current. With the image force left out, the homogeneous area has an ideality of one. Since $d\ln I/dV$ averages the slopes by current share, $1-1/n_I$ is then halved, from 0.049 to 0.024. Treating the total as patch current and adding back $2kT$ would give $0.035+0.052=0.087$ eV instead of 0.120 eV. The single-patch relation needs patches that dominate the current and are alike.

Forward bias does not fill the patch with electrons from the bulk. The patch surface lies 0.125 eV above the bulk band edge at zero bias and falls below that edge beyond about 0.12 V. But it is on the metal side of the saddle, where electrons follow the metal's Fermi level. At biases up to 0.10 V their density at the patch therefore stays near its zero-bias value, about 0.8% of $N$. What limits the bias is the shrinking band bending: $z_s/W$ grows as $V_b$ falls, and $V_b$ must stay well above $kT$. The numerical output lists the lowering and ideality at three biases up to 0.10 V.

## Computed results

```
temperature 300 K, kT = 0.02585 eV
homogeneous barrier = 0.680 eV
relative permittivity = 11.7
doping = 1.0e+16 cm^-3
density-of-states mass = 1.08 m_e
patch: drop = 0.350 eV, radius = 10.0 nm
Fermi level to band edge = 0.2053 eV
band bending at zero bias = 0.4747 eV
eta = 64658 nm^2/V
depletion width = 247.8 nm
pinch-off: drop/R = 0.0350 eV/nm
pinch-off: 2Vb/W = 0.00383 eV/nm
-- small patch, linear background, zero bias
saddle depth = 20.90 nm = 209.0 angstrom
lowering = 0.1201 eV = 0.004415 hartree
effective barrier = 0.5599 eV
1 - 1/n = 0.08437, n = 1.0921
3 Vb (1 - 1/n) = 0.1201 eV
-- finite disc, full parabola
V=0.00 V: depth 19.00 nm, n 1.0830, lowering 0.1103 eV, law 0.1092 eV
V=0.05 V: depth 19.51 nm, n 1.0908, lowering 0.1063 eV, law 0.1061 eV
V=0.10 V: depth 20.10 nm, n 1.1005, lowering 0.1019 eV, law 0.1026 eV
-- ideality from the slope of ln(current), small patch
n_I = 1.0514
3 Vb (1 - 1/n_I) = 0.0696 eV
lowering - 2kT = 0.0684 eV
effective area, ridge integral = 585 nm^2
effective area, harmonic = 591 nm^2
equal-current homogeneous area = 6.104e+04 nm^2
-- neglected effects, zero bias
electron tail: lowering 0.1179 eV, law 0.1247 eV
grounded depletion edge: lowering changes -0.0150 meV
image force at patch: 1.61 meV
with image force: lowering 0.1119 eV, law 0.1103 eV
interface field = 0.0383 MV/cm
image force, homogeneous: 21.7 meV
light mass 0.19 m_e: hbar*omega 14.9 meV, tunnelling gain 1.37 %
heavy mass 0.92 m_e: hbar*omega 6.7 meV, tunnelling gain 0.28 %
degeneracy: doping/Nc = 3.55e-04
mean donor spacing = 46.4 nm
one donor half a spacing aside: 2.73 meV
patch surface above bulk band edge = 0.1247 eV
```
